\section*{Miniband Dispersion of a Superlattice with Different Well and Barrier Masses}

\section*{The matching rule}

\textbf{Q.} You want minibands for electrons whose effective mass changes from layer to layer. Before any algebra, which equation are you solving?

\textbf{A.} The one-band envelope equation in BenDaniel--Duke form. With growth axis $z$ and no in-plane motion for the moment,
\begin{equation}
-\frac{\hbar^2}{2}\frac{d}{dz}\left(\frac{1}{m(z)}\frac{d\psi}{dz}\right)+V(z)\psi=E\psi .
\label{bdd}
\end{equation}
Wells have width $a$, mass $m_w$ and $V=0$; barriers have width $b$, mass $m_b$ and $V=V_0>0$. The period is $d=a+b$. I assume abrupt interfaces, perfect periodicity, parabolic isotropic masses, one conduction valley, and no field, scattering or space charge. Placing $1/m$ between the derivatives is part of the model, since other Hermitian orderings exist.

\textbf{Q.} In elementary problems $\psi$ and $\psi'$ are continuous. Why not here?

\textbf{A.} Define $\varphi=\psi'/m$. Equation (\ref{bdd}) is then the pair
\begin{equation}
\psi'=m\varphi,\qquad \varphi'=\frac{2(V-E)}{\hbar^2}\psi .
\label{pair}
\end{equation}
Integrate both across an interface, from $-\epsilon$ to $+\epsilon$. The right-hand sides are finite, so the integrals vanish with $\epsilon$. Hence $\psi$ and $\psi'/m$ are continuous, and $\psi'$ jumps by the factor $m_b/m_w$ on entering the barrier. The current $J=\hbar\,\mathrm{Im}(\psi^*\psi'/m)$ is then continuous. Continuity of $\psi'$ would make a nonzero current jump at the interface.

\textbf{Q.} Could the rule be an artefact of how you wrote the pair?

\textbf{A.} It also follows from the energy form, with no derivative rule put in. Require, for every continuous $\chi$ with the same Bloch phase as $\psi$,
\begin{equation}
\int_0^d\left[\frac{\hbar^2}{2m}\chi'^*\psi'+(V-E)\chi^*\psi\right]dz=0 .
\label{weak}
\end{equation}
Integration by parts within each layer gives (\ref{bdd}) there, and leaves at an interface $z_0$
\[
\frac{\hbar^2}{2}\chi^*(z_0)\left[\varphi(z_0^-)-\varphi(z_0^+)\right]=0 .
\]
Since $\chi(z_0)$ is arbitrary, $\varphi$ is continuous. Setting $\chi=\psi$ in (\ref{weak}) gives
\begin{equation}
E\int_0^d|\psi|^2dz=\int_0^d\left[\frac{\hbar^2}{2m}|\psi'|^2+V|\psi|^2\right]dz ,
\label{real}
\end{equation}
so $E$ is real. It is also positive: a zero right-hand side would need a constant $\psi$ that vanishes in the barrier.

\section*{From one period to the dispersion}

\textbf{Q.} Then carry a solution through one period, and show the factors.

\textbf{A.} For $0<E<V_0$ define
\[
k=\frac{\sqrt{2m_wE}}{\hbar},\qquad \kappa=\frac{\sqrt{2m_b(V_0-E)}}{\hbar}.
\]
In a well starting at $z=0$, the solution with given $\psi(0)$ and $\varphi(0)$ is
\[
\psi(z)=\psi(0)\cos kz+\frac{m_w}{k}\varphi(0)\sin kz .
\]
The factor $m_w$ appears because $\psi'(0)=m_w\varphi(0)$. Dividing $\psi'(z)$ by $m_w$ gives $\varphi(z)$. The barrier works in the same way with hyperbolic functions. Acting on the column $(\psi,\varphi)$, the layer matrices are
\begin{align}
M_w&=\begin{pmatrix}\cos ka&\frac{m_w}{k}\sin ka\\[2pt]-\frac{k}{m_w}\sin ka&\cos ka\end{pmatrix},\\
M_b&=\begin{pmatrix}\cosh\kappa b&\frac{m_b}{\kappa}\sinh\kappa b\\[2pt]\frac{\kappa}{m_b}\sinh\kappa b&\cosh\kappa b\end{pmatrix}.
\end{align}
Because $\psi$ and $\varphi$ are continuous, no extra interface matrix is needed. The period matrix is $T=M_bM_w$. Both determinants are 1, by $\cos^2+\sin^2=1$ and $\cosh^2-\sinh^2=1$, so $\det T=1$.

\textbf{Q.} Where does the Bloch wavevector enter?

\textbf{A.} Bloch's condition says that one period multiplies $(\psi,\varphi)$ by $e^{iqd}$, so this number is an eigenvalue of $T$. The two eigenvalues have product 1; the other is therefore $e^{-iqd}$, and their sum is the trace:
\[
2\cos qd=T_{11}+T_{22}.
\]
With the ratio $\xi=\kappa m_w/(k m_b)$, the diagonal elements are
\begin{align*}
T_{11}&=\cosh\kappa b\cos ka-\frac{m_bk}{\kappa m_w}\sinh\kappa b\sin ka\\
&=\cosh\kappa b\cos ka-\frac1\xi\sinh\kappa b\sin ka,\\
T_{22}&=\frac{\kappa m_w}{m_bk}\sinh\kappa b\sin ka+\cosh\kappa b\cos ka\\
&=\xi\sinh\kappa b\sin ka+\cosh\kappa b\cos ka .
\end{align*}
Half their sum gives the dispersion relation
\begin{equation}
\boxed{\cos qd=F(E)=\cos ka\cosh\kappa b+\frac12\left(\xi-\frac1\xi\right)\sin ka\sinh\kappa b}
\label{disp}
\end{equation}
For equal masses $\xi=\kappa/k$, which is the Kronig--Penney relation.

\textbf{Q.} What happens when the energy passes the barrier top? Your $\kappa$ becomes imaginary.

\textbf{A.} Put $\kappa=ip$ with $p=\sqrt{2m_b(E-V_0)}/\hbar$, and $\xi=i\eta$ with $\eta=pm_w/(km_b)$. Then $\cosh\kappa b=\cos pb$ and $\sinh\kappa b=i\sin pb$, while $\xi-1/\xi=i(\eta+1/\eta)$. The two factors of $i$ give a minus sign:
\begin{equation}
F=\cos ka\cos pb-\frac12\left(\eta+\frac1\eta\right)\sin ka\sin pb .
\end{equation}
If $V_0=0$ and the masses are equal, then $\eta=1$ and $F=\cos k(a+b)$, the free-particle result. At $E=V_0$ the term with $\xi$ vanishes, and the term with $1/\xi$ has the finite limit
\[
F(V_0)=\cos ka-\frac{m_bkb}{2m_w}\sin ka .
\]

\textbf{Q.} Might one $q$ belong to two energies in the same miniband?

\textbf{A.} No. A miniband is an interval with $|F|<1$; where $|F|>1$, the eigenvalues of $T$ are real with modulus different from 1, and no bounded Bloch state exists. $F$ is even in $k$ and in $\kappa$, so it is an analytic function of $E$. Suppose $F'(E_*)=0$ inside a miniband. Near $E_*$, $F-F(E_*)\approx c(E-E_*)^n$ with $n\ge2$. For some real $q$ nearby, the equation $F=\cos qd$ would then have complex roots $E$, contradicting (\ref{real}). So $F$ is monotonic in each miniband, and each $q$ between 0 and $\pi/d$ has one energy there.

As $E\to0^+$,
\[
F\to\cosh\kappa b+\frac{m_w\kappa a}{2m_b}\sinh\kappa b>1 .
\]
The first miniband is thus entered through $F=1$: its bottom lies at $q=0$ and its top at $q=\pi/d$. At the bottom, $E_b$, the same complex-root argument excludes $F'=0$, because $F>1$ just below. Expanding both sides of (\ref{disp}),
\[
1-\frac{q^2d^2}{2}=1-|F'(E_b)|\,(E-E_b).
\]
Comparison with $E-E_b=\hbar^2q^2/2m^*$ gives the miniband mass
\begin{equation}
m^*=\frac{\hbar^2|F'(E_b)|}{d^2}.
\end{equation}

\section*{Numbers for a GaAs/AlGaAs-like case}

\textbf{Q.} Show me one point of the curve that I can check by hand.

\textbf{A.} Take $a=6.0$ nm, $b=3.0$ nm, $m_w=0.067\,m_0$, $m_b=0.092\,m_0$ and $V_0=230$ meV, where $m_0$ is the free-electron mass and $\hbar^2/2m_0=0.0381$ eV\,nm$^2$. At $qd=\pi/2$ the root is $E=58.60$ meV:
\begin{align*}
k&=\sqrt{0.067\times0.0586/0.0381}=0.321\ \mathrm{nm^{-1}},\\
\kappa&=\sqrt{0.092\times0.1714/0.0381}=0.643\ \mathrm{nm^{-1}},\\
\xi&=\frac{0.643\times0.067}{0.321\times0.092}=1.46 .
\end{align*}
With unrounded values the two terms of $F$ are $-1.224$ and $+1.224$, which add to $\cos(\pi/2)=0$; the three-digit values above give $-1.222$ for the first term.

The first miniband runs from 49.8 to 70.2 meV, a width of 20.4 meV. A minigap of 120 meV separates it from the second, which runs from 191 to 285 meV and so extends above the barrier. The mass at the bottom of the first miniband is $0.119\,m_0$, larger than either layer mass.

The first miniband is not a pure cosine. The midpoint of its edges is 60.0 meV, 1.4 meV above the energy at $qd=\pi/2$.

\textbf{Q.} How much would continuity of $\psi'$ have cost?

\textbf{A.} It replaces $\xi$ by $\kappa/k$. The energy at $qd=\pi/2$ becomes 69.5 meV, too high by 10.9 meV, which is more than half the miniband width. The width itself becomes 22.7 meV.

The form (\ref{weak}) was diagonalized with continuity of $\psi$ as the sole interface condition. Its lowest state at $qd=1$ has a slope ratio across the interface of 1.37313, equal to $m_b/m_w$. All levels below 1 eV at $qd=0.3$, 1.1, 2.0 and 2.9 agree with (\ref{disp}) to within $10^{-12}$ eV. That comparison includes a second cell with the mass ratio reversed: $a=4$ nm, $b=2$ nm, $m_w=0.20\,m_0$, $m_b=0.05\,m_0$, $V_0=0.40$ eV.

\section*{Thick barriers}

\textbf{Q.} I expect a miniband to be a well level broadened by tunnelling. Your formula hides that.

\textbf{A.} It appears when $e^{\kappa b}\gg1$. Then $\cosh\kappa b\approx\sinh\kappa b\approx e^{\kappa b}/2$, and
\[
F\approx\frac{e^{\kappa b}}2G,\qquad G=\cos ka+\frac12\left(\xi-\frac1\xi\right)\sin ka .
\]
Write $\theta=ka$ and $\xi=\tan\phi$ with $0<\phi<\pi/2$. Since
\[
\frac12\left(\tan\phi-\cot\phi\right)=-\cot2\phi,
\]
we have
\[
G=\cos\theta-\cot2\phi\,\sin\theta=\frac{\sin(2\phi-\theta)}{\sin2\phi}.
\]
At $E\to0$, $2\phi-\theta\to\pi$. As $E$ rises, $\phi$ falls and $\theta$ grows, so the lowest zero $E_0$ is at $\theta=2\phi$, or
\begin{equation}
\tan\frac{ka}2=\xi .
\label{level}
\end{equation}
This is the isolated well's ground-state condition: $\psi=\cos k(z-a/2)$ inside and a decaying exponential outside give $(k/m_w)\tan(ka/2)=\kappa/m_b$.

Now find the slope of $G$ at $E_0$, with primes meaning $d/dE$. The numerator of $G$ vanishes there, so
\[
G'=\frac{2\phi'-\theta'}{\sin\theta}.
\]
From $\xi=\tan\phi$,
\[
2\phi'=\frac{2\xi}{1+\xi^2}\frac{\xi'}\xi=\sin\theta\left(\frac{\kappa'}\kappa-\frac{k'}k\right).
\]
The definitions of $k$ and $\kappa$ give $k'/k=m_w/\hbar^2k^2$, $\kappa'/\kappa=-m_b/\hbar^2\kappa^2$ and $\theta'=m_wa/\hbar^2k$. All contributions to $G'$ are negative, and
\begin{equation}
|G'|=\frac{m_wa}{\hbar^2k\sin ka}+\frac{m_w}{\hbar^2k^2}+\frac{m_b}{\hbar^2\kappa^2}.
\end{equation}
Setting $\cos qd=-\frac12e^{\kappa b}|G'|(E-E_0)$ yields, to leading order in $e^{-\kappa b}$,
\begin{equation}
E(q)\approx E_0-\frac{2e^{-\kappa b}}{|G'|}\cos qd,\qquad
\Delta\approx\frac{4e^{-\kappa b}}{|G'|},
\label{tb}
\end{equation}
with $k$, $\kappa$ and $G'$ taken at $E_0$.

\textbf{Q.} Is a 3 nm barrier thick enough for that?

\textbf{A.} For the width, nearly. With everything but $b$ held fixed, (\ref{tb}) gives 20.15 meV against 20.41 meV from (\ref{disp}), an error of 1.3\% of the latter. At 6 nm the widths are 2.934 and 2.936 meV, and at 10 nm both are 0.225 meV. The level itself is $E_0=59.1$ meV. The position of the band is reproduced less well than its width: at 3 nm, (\ref{tb}) puts the bottom and top 0.8 and 1.0 meV too low, and the energy at $qd=\pi/2$ 0.5 meV too high.

Equation (\ref{level}) also explains the direction of the $\psi'$ error. Replacing $\xi$ by $\kappa/k$ enlarges the right-hand side by $m_b/m_w>1$. The left-hand side rises with energy and the right-hand side falls, so they cross at a higher energy.

\section*{In-plane motion}

\textbf{Q.} You set the in-plane wavevector to zero. Can its kinetic energy just be added afterwards?

\textbf{A.} Not when the masses differ. A factor $e^{i\mathbf k_\parallel\cdot\mathbf r}$ adds $\hbar^2k_\parallel^2/2m(z)$ to the potential, which is different in the two layers. Measured from the raised well edge, the energy obeys (\ref{disp}) with
\begin{equation}
V_0\to V_0-\frac{\hbar^2k_\parallel^2}{2}\left(\frac1{m_w}-\frac1{m_b}\right).
\end{equation}
For an in-plane energy in the well of $k_BT=25.9$ meV at 300 K, the barrier drops by $25.9\,(1-0.067/0.092)=7.0$ meV. The width rises from 20.4 to 21.0 meV, a small correction here.

\section*{What a real structure changes}

\textbf{Q.} How close is this to a superlattice someone could grow?

\textbf{A.} The parameters are rough values in the regime of GaAs/Al$_{0.3}$Ga$_{0.7}$As, with layers a few nanometres thick. Real layers break the assumption of identical wells. Making all wells one monolayer wider, roughly 0.28 nm, moves the centre of the first miniband down by 3.4 meV, about a sixth of its width; this sets a scale for disorder but does not calculate its effect. A rough lifetime of 0.1 ps broadens states by $\hbar/\tau=6.6$ meV, about a third of the width. Changing the barrier height by $-20$ or $+20$ meV gives a width of 22.2 or 18.8 meV. Digits beyond the first or second therefore describe the model rather than a grown sample.

\textbf{Q.} And the parabolic masses?

\textbf{A.} I estimated their effect by multiplying $m_w$ by $1+E/E_{g,w}$ and $m_b$ by $1+(E-V_0)/E_{g,b}$, with rough gaps of 1.42 and 1.80 eV. The first miniband's edges rise by 0.2 and 1.4 meV. An upward shift may look odd for a heavier well, but below $V_0$ the barrier mass becomes lighter. Written as
\[
\sqrt{\frac{E}{m_w}}\tan\frac{ka}{2}=\sqrt{\frac{V_0-E}{m_b}},
\]
condition (\ref{level}) shows that a lighter barrier mass raises the level, by enlarging the right-hand side. The left-hand side is proportional to $E\,(\tan x)/x$ with $x=ka/2$. This grows with $m_w$ at fixed $E$, so a heavier well mass lowers the level. For the first miniband the barrier's effect is the larger: the well change alone moves the edges by $-0.4$ and $-1.3$ meV, the barrier change alone by $+0.7$ and $+2.9$ meV.

The second miniband's edges fall by 10 and 26 meV. Its top in the parabolic model, 285 meV, is also close to the L valley, taken roughly as 290 meV above the well edge. A one-valley parabolic model is least secure there.

\textbf{Q.} What about bias, temperature and doping?

\textbf{A.} In a field $\mathcal E$ the band energy plus the potential energy is conserved, so semiclassical motion in one miniband spans a distance $\Delta/e\mathcal E$. It shrinks to one period at
\[
\mathcal E=\frac{\Delta}{ed}=\frac{20.4\ \mathrm{meV}}{e\times9\ \mathrm{nm}}\approx23\ \mathrm{kV/cm}.
\]
At this field a state of the biased structure has almost 90\% of its weight in one well, so the extended Bloch states of (\ref{disp}) no longer describe it. The change begins earlier: the drop per period equals the broadening $\hbar/\tau$ above at about 7 kV/cm, where a state spreads over only about four wells. The potential drop per period equals the minigap at 134 kV/cm. This is a scale for tunnelling between minibands, not a threshold, and tunnelling may matter at lower fields.

At 300 K, $k_BT$ exceeds the width. For nondegenerate electrons at the same $k_\parallel$, a state at the top of the first miniband has $e^{-20.4/25.9}\approx0.45$ of the occupation of one at the bottom, so transport samples the whole miniband. For a chosen doping of $n=10^{16}$ cm$^{-3}$, uncoupled wells would have a zero-temperature Fermi energy of about 0.3 meV. That is far below the miniband width, so at low temperature, if the electrons all stayed free, they would instead fill a three-dimensional pocket at the miniband bottom. This density lies below the Mott density of hydrogenic donors, roughly $2$ to $3\times10^{16}$ cm$^{-3}$ here, but not far below. Electrons from donors placed in the layers are then expected to sit in donor or impurity-band states at low temperature, so the estimate below is only a scale. With a mass of about $m_w$ in the plane and $m^*$ along $z$, its Fermi energy is
\[
E_F=\frac{\hbar^2(3\pi^2n)^{2/3}}{2(m_w^2m^*)^{1/3}}\approx2\ \mathrm{meV}.
\]
Both values are far below $k_BT$ at 300 K, and the space-charge scale is about 0.3 meV. The latter is $e^2nd^2/4\varepsilon$, with $\varepsilon$ the permittivity (12.9 times that of vacuum), for electrons and donors on separate sheets half a period apart. Neglecting degeneracy at 300 K and band bending is then reasonable; heavier doping would need a new estimate. The remaining digits are in the numerical output.

\section*{Computed values}
\begin{verbatim}
Well width a: 6.0 nm
Barrier width b: 3.0 nm
Well mass: 0.067 m0
Barrier mass: 0.092 m0
Barrier height V0: 230.0 meV
hbar^2/(2 m0): 0.038100 eV nm^2
Largest energy mismatch, formula vs diagonalization: 7.4e-13 eV
Slope ratio barrier/well at interface: 1.37313
Mass ratio barrier/well: 1.37313
Miniband 1 bottom: 49.80 meV
Miniband 1 top: 70.21 meV
Miniband 2 bottom: 190.61 meV
Miniband 2 top: 284.84 meV
Miniband 1 width: 20.41 meV
Minigap 1-2: 120.40 meV
Miniband mass at bottom: 0.1192 m0
Energy at qd = pi/2: 58.60 meV
  k there: 0.3210 1/nm
  kappa there: 0.6433 1/nm
  xi there: 1.4594
  cos*cosh term: -1.2238
  sin*sinh term: 1.2238
Energy at qd = pi/2 if psi' is matched: 69.49 meV
Width if psi' is matched: 22.66 meV
Isolated-well level E0: 59.12 meV
b = 3 nm: width 20.4102 meV, thick-barrier formula 20.1549 meV
b = 6 nm: width 2.9360 meV, thick-barrier formula 2.9340 meV
b = 10 nm: width 0.2247 meV, thick-barrier formula 0.2247 meV
Rough gaps, well and barrier: 1.42, 1.80 eV
Nonparabolic shift, miniband 1 bottom: 0.24 meV
Nonparabolic shift, miniband 1 top: 1.36 meV
Nonparabolic shift, miniband 2 bottom: -10.19 meV
Nonparabolic shift, miniband 2 top: -26.02 meV
Monolayer thickness (rough): 0.283 nm
Miniband 1 centre shift, wells one monolayer wider: -3.40 meV
Lifetime (rough): 0.10 ps
Lifetime broadening hbar/tau: 6.58 meV
Width with V0 changed by -20 meV: 22.16 meV
Width with V0 changed by +20 meV: 18.82 meV
Thermal energy kT at 300 K: 25.85 meV
Barrier drop at in-plane energy kT: 7.02 meV
Width at in-plane energy kT: 21.01 meV
Doping (chosen): 1e+16 cm^-3
Fermi energy scale, 2D at T = 0: 0.32 meV
Relative permittivity (rough): 12.9
Space-charge potential scale: 0.28 meV
Field with e F d = miniband width: 22.7 kV/cm
Field with e F d = minigap: 133.8 kV/cm
L valley above well band edge (rough): 290 meV
Miniband 2 top minus L valley: -5 meV
\end{verbatim}
